**Depth per frequency decade for elastic tunnelling into border traps**

For a flat barrier $\phi$ and oxide mass $m$, the depth gained per decade of decreasing frequency is $\ln 10/(2\kappa)$, with $\kappa=\sqrt{2m\phi}$ in atomic units. For 3.1 eV and half the free-electron mass the program prints 1.805 angstrom. It asserts that this agrees with the depth dependence of resonance widths computed from complex energies of a trap well coupled to a lead. It also asserts the single-pole response of the driven rate equation and the growth of the depth-integrated response by one step per decade. Further assertions cover the tilted barrier against Airy functions, the image-charge boundary conditions and work, the two-band decay constant, and the effect of parallel momentum. The output shows changes of about 2% from a field of 1 MV/cm and from the image force, but about 24% if the mass is read as a band-edge mass in a two-band oxide. Absolute depths shift by about 9 angstrom between the two prefactors $\tau_0$ shown, while the step stays the same.

## Numerical check

```python
"""
Result under test: elastic tunnelling into border traps behind a flat barrier
phi with mass m has relaxation time tau(x) = tau0*exp(2*kappa*x), with
kappa = sqrt(2*m*phi) in atomic units, so one decade of decreasing frequency
adds the depth  step = ln(10)/(2*kappa).
Symbols: x depth from the silicon/oxide interface, phi barrier above the
electron energy, m oxide tunnelling mass / free-electron mass, tau0 prefactor,
omega angular frequency, Gamma resonance width (inverse lifetime).
Internal algebra is in atomic units; printed numbers in eV and angstrom.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import airye

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10          # angstrom
TIME = sc.physical_constants["atomic unit of time"][0]         # second

# Inputs: the first two are given, the others are rough typical values
phi_ev, mass = 3.1, 0.5
tau0_s, temperature = 1e-10, 300.0
field_mv_cm, breakdown_mv_cm, oxide_ang = 1.0, 10.0, 100.0
trap_density = 1e18                       # per cm3 and eV
gap_ev, eps_ox, eps_si = 9.0, 2.1, 11.7   # oxide gap, optical oxide, silicon
m_long, m_trans, lattice_ang = 0.92, 0.19, 5.43
carrier_ev = 0.1                          # energy above the band edge
freqs = [1e6, 1e5, 1e4, 1e3, 1e2]

phi = phi_ev / HARTREE
kappa = np.sqrt(2 * mass * phi)
step = np.log(10) / (2 * kappa)
step_ang = step * BOHR


def depth(freq, tau0):
    """Depth in bohr at which omega*tau = 1 for a flat barrier."""
    return np.log(1 / (2 * np.pi * freq * tau0)) / (2 * kappa)


# --- Test: lifetime of a trap well from its complex resonance energy ---------
mp.mp.dps = 40


def resonance_width(distance):
    """Width of a well level at -phi, at a distance (bohr) from the lead."""
    m_ox, m_lead, barrier = mp.mpf(mass), mp.mpf(m_long), mp.mpf(phi)
    lead_bottom = -barrier - mp.mpf(carrier_ev) / mp.mpf(HARTREE)
    well_bottom = -2 * barrier
    well_width = mp.pi / (2 * mp.sqrt(2 * m_ox * barrier))

    def mismatch(energy):
        k_lead = mp.sqrt(2 * m_lead * (energy - lead_bottom))
        psi, flux = mp.mpc(1), -1j * k_lead / m_lead   # outgoing to the left
        for bottom, length in ((0, distance), (well_bottom, well_width)):
            q = mp.sqrt(2 * m_ox * (mp.mpc(energy) - bottom))
            c, s = mp.cos(q * length), mp.sin(q * length)
            psi, flux = (c * psi + m_ox * s / q * flux,
                         -q / m_ox * s * psi + c * flux)
        decay = mp.sqrt(-2 * m_ox * energy)
        return flux + decay / m_ox * psi

    start = mp.mpc(-barrier)
    root = mp.findroot(mismatch, (start, start - mp.mpc(0, 1e-7)),
                       solver="secant", maxsteps=100)
    return float(-2 * mp.im(root))


test_depths = np.array([10.0, 14.0, 18.0])
widths = np.array([resonance_width(d / BOHR) for d in test_depths])
assert np.all(widths > 0)
numeric_steps = -np.diff(test_depths) / np.diff(np.log10(widths))
assert np.allclose(numeric_steps, step_ang, rtol=1e-3)
assert abs(numeric_steps[-1] / step_ang - 1) < 1e-4
tau0_model = TIME / widths[-1] * np.exp(-2 * kappa * test_depths[-1] / BOHR)

# --- Test: driven filling and emptying gives a single-pole response ----------
level, drive = 0.7, 0.01                  # in units of kT
f_mean = 1 / (1 + np.exp(level))
for wt in (0.3, 1.0, 3.0):                # omega*tau, time in units of tau
    period = 2 * np.pi / wt
    begin = period * np.ceil(20 / period)

    def rate(t, n):
        f = 1 / (1 + np.exp(level - drive * np.cos(wt * t)))
        return f * (1 - n) - (1 - f) * n

    times = begin + period * np.arange(400) / 400
    sol = solve_ivp(rate, (0, begin + period), [f_mean], t_eval=times,
                    rtol=1e-9, atol=1e-12, max_step=period / 20)
    amplitude = 2 * np.mean(sol.y[0] * np.exp(-1j * wt * times))
    expected = f_mean * (1 - f_mean) * drive / (1 + 1j * wt)
    assert abs(amplitude / expected - 1) < 1e-3

# --- Test: integrated in-phase response gains one step per decade ------------


def in_phase(x, freq):
    wt = 2 * np.pi * freq * tau0_s * np.exp(2 * kappa * x)
    return 1 / (1 + wt**2)


layers = []
for freq in freqs:
    edge = depth(freq, tau0_s)
    value = quad(in_phase, 0, oxide_ang / BOHR, args=(freq,),
                 points=[edge - 3, edge, edge + 3], limit=300)[0]
    closed = np.log(1 + 1 / (2 * np.pi * freq * tau0_s)**2) / (4 * kappa)
    assert abs(value / closed - 1) < 1e-7
    assert abs(value / edge - 1) < 1e-5
    layers.append(value)
assert np.allclose(np.diff(layers), step, rtol=1e-5)
x90 = brentq(lambda x: in_phase(x, 1e3) - 0.9, 0, 40)
x10 = brentq(lambda x: in_phase(x, 1e3) - 0.1, 0, 40)
edge_width = (x10 - x90) * BOHR
assert abs(edge_width / (np.log10(9) * step_ang) - 1) < 1e-6

# --- Neglected effects: barrier shape, last decade from 1 kHz to 100 Hz ------


def shaped_step(barrier, start=0.0):
    """WKB depth gained (bohr) for a position-dependent barrier."""
    found = []
    for freq in (1e3, 1e2):
        target = np.log(1 / (2 * np.pi * freq * tau0_s))
        found.append(brentq(lambda x: quad(
            lambda s: 2 * np.sqrt(2 * mass * max(barrier(s), 0.0)),
            start, x, limit=200)[0] - target, start + 0.1, 60))
    return found[1] - found[0]


assert abs(shaped_step(lambda x: phi) / step - 1) < 1e-7
slope = field_mv_cm * 1e8 * 1e-10 / HARTREE * BOHR    # hartree per bohr
step_field = shaped_step(lambda x: phi - slope * x)


def log_density_airy(x):
    """Log of the exact decaying density under the tilted barrier."""
    z = (2 * mass * slope)**(1 / 3) * (phi / slope - x)
    return 2 * (np.log(airye(z)[2]) + 2 / 3 * z**1.5)


airy_depths = [brentq(lambda x: log_density_airy(0) - log_density_airy(x)
                      - np.log(1 / (2 * np.pi * f * tau0_s)), 0.1, 60)
               for f in (1e3, 1e2)]
step_airy = airy_depths[1] - airy_depths[0]
assert abs(step_airy / step_field - 1) < 3e-3
assert step_airy > step

# Image charge: check boundary conditions, then the work against its force
q_image = (eps_ox - eps_si) / (eps_ox + eps_si)
q_through = 2 * eps_si / (eps_ox + eps_si)
height, rho, dz = 5.0, 3.5, 1e-4


def pot_ox(z):
    return (1 / np.hypot(rho, z - height)
            + q_image / np.hypot(rho, z + height)) / eps_ox


def pot_si(z):
    return q_through / np.hypot(rho, z - height) / eps_si


assert abs(pot_ox(0) - pot_si(0)) < 1e-12
d_ox = eps_ox * (pot_ox(dz) - pot_ox(-dz)) / (2 * dz)
d_si = eps_si * (pot_si(dz) - pot_si(-dz)) / (2 * dz)
assert abs(d_ox / d_si - 1) < 1e-6
image_coef = -q_image / (4 * eps_ox)      # lowering = image_coef / x
work = quad(lambda s: -q_image / (eps_ox * (2 * s)**2), height, np.inf)[0]
assert abs(work / (image_coef / height) - 1) < 1e-7
step_image = shaped_step(lambda x: phi - image_coef / x, image_coef / phi)
image_at_10 = image_coef / (10 / BOHR) * HARTREE

# --- Neglected effect: two-band dispersion in the oxide gap ------------------
gap = gap_ev / HARTREE
coupling = np.sqrt(gap / (2 * mass))
kappa_two = np.sqrt(2 * mass * phi * (1 - phi / gap))


def two_band(k):
    return np.linalg.eigvals(np.array([[gap, coupling * k],
                                       [coupling * k, 0]], dtype=complex))


k_small = 1e-3
edge_mass = k_small**2 / (2 * (max(two_band(k_small).real) - gap))
assert abs(edge_mass / mass - 1) < 1e-4
assert min(abs(two_band(1j * kappa_two) - (gap - phi))) < 1e-10
step_two = np.log(10) / (2 * kappa_two)

# --- Neglected effect: momentum parallel to the interface --------------------


def normal_decay(k_par):
    return np.sqrt(2 * mass * phi + k_par**2)


k_carrier = np.sqrt(2 * m_trans * carrier_ev / HARTREE)
k_valley = 0.85 * 2 * np.pi / (lattice_ang / BOHR)
for k_par in (k_carrier, k_valley):
    def wave(x, y, k=k_par):
        return np.exp(-normal_decay(k) * x) * np.cos(k * y)
    h, x0, y0 = 1e-3, 1.0, 0.4
    laplacian = (wave(x0 + h, y0) + wave(x0 - h, y0) + wave(x0, y0 + h)
                 + wave(x0, y0 - h) - 4 * wave(x0, y0)) / h**2
    assert abs(laplacian / (2 * mass * phi * wave(x0, y0)) - 1) < 1e-4
step_carrier_k = np.log(10) / (2 * normal_decay(k_carrier))
step_valley = np.log(10) / (2 * normal_decay(k_valley))

# --- Remaining sizes ---------------------------------------------------------
kt_ev = sc.k * temperature / sc.e


def flat_step(m, barrier_ev):
    return np.log(10) / (2 * np.sqrt(2 * m * barrier_ev / HARTREE)) * BOHR


areal = trap_density * step_ang * 1e-8    # per cm2 and eV, per decade
cap_nf = sc.e * areal * 1e9               # nF/cm2 per decade


def change(value_ang):
    return 100 * (value_ang / step_ang - 1)


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("Barrier phi", phi_ev, "eV", ".1f")
show("Tunnelling mass", mass, "free-electron masses", ".1f")
show("Barrier phi in atomic units", phi, "hartree", ".5f")
show("kappa in atomic units", kappa, "1/bohr", ".5f")
show("kappa", kappa / BOHR, "1/angstrom", ".4f")
show("2 kappa", 2 * kappa / BOHR, "1/angstrom", ".4f")
show("DEPTH PER DECADE", step_ang, "angstrom")
show("Depth per decade, converted", step_ang / 10, "nm", ".4f")
show("Depth per decade, atomic units", step, "bohr")
show("Depth per decade from resonance widths", numeric_steps[-1], "angstrom",
     ".4f")
show("Resonance lifetime at 10 angstrom", TIME / widths[0], "s", ".2e")
show("Resonance lifetime at 18 angstrom", TIME / widths[-1], "s", ".2e")
show("Chosen tau0 (rough)", tau0_s, "s", ".1e")
show("tau0 of 1D resonance model", tau0_model, "s", ".2e")
for freq in freqs:
    print(f"Depth at {freq:.0e} Hz: {depth(freq, tau0_s) * BOHR:.2f} angstrom"
          f" (chosen tau0), {depth(freq, tau0_model) * BOHR:.2f} angstrom"
          " (1D model tau0)")
show("Depth gained from 1 MHz to 100 Hz", (layers[-1] - layers[0]) * BOHR,
     "angstrom", ".2f")
show("10-90 % width of the depth cutoff", edge_width, "angstrom", ".2f")
show("Trap density (rough)", trap_density, "1/(cm3 eV)", ".1e")
show("Areal trap density added per decade", areal, "1/(cm2 eV)", ".2e")
show("Trap capacitance added per decade", cap_nf, "nF/cm2", ".2f")
show("Oxide field (rough)", field_mv_cm, "MV/cm", ".1f")
show("Field / rough breakdown field", field_mv_cm / breakdown_mv_cm, "", ".2f")
show("Step with field, WKB", step_field * BOHR, "angstrom")
show("Step with field, Airy", step_airy * BOHR, "angstrom")
show("Change by field", change(step_airy * BOHR), "%", "+.1f")
show("Image lowering at 10 angstrom", image_at_10, "eV")
show("Step with image force", step_image * BOHR, "angstrom")
show("Change by image force", change(step_image * BOHR), "%", "+.1f")
show("Oxide gap (rough)", gap_ev, "eV", ".1f")
show("Step with two-band dispersion", step_two * BOHR, "angstrom")
show("Change by two-band dispersion", change(step_two * BOHR), "%", "+.1f")
show("Step with mass 0.4", flat_step(0.4, phi_ev), "angstrom")
show("Change by mass 0.4", change(flat_step(0.4, phi_ev)), "%", "+.1f")
show("Change by carrier energy 0.1 eV",
     change(flat_step(mass, phi_ev - carrier_ev)), "%", "+.1f")
show("Temperature", temperature, "K", ".0f")
show("Thermal energy kT", kt_ev, "eV", ".4f")
show("Change by carrier energy kT",
     change(flat_step(mass, phi_ev - kt_ev)), "%", "+.1f")
show("Change by parallel motion with 0.1 eV",
     change(step_carrier_k * BOHR), "%", "+.1f")
show("Step for side valleys of (001) silicon", step_valley * BOHR, "angstrom")
show("Activation-energy spread worth one decade", kt_ev * np.log(10), "eV",
     ".4f")
show("Depth shift by 0.5 eV activation energy",
     0.5 / kt_ev / (2 * kappa) * BOHR, "angstrom", ".1f")
show("Oxide thickness (rough)", oxide_ang, "angstrom", ".0f")
show("Flat-barrier attenuation across the oxide", oxide_ang / step_ang,
     "decades", ".1f")
print("all assertions hold")
```

It prints:

```
Barrier phi: 3.1 eV
Tunnelling mass: 0.5 free-electron masses
Barrier phi in atomic units: 0.11392 hartree
kappa in atomic units: 0.33752 1/bohr
kappa: 0.6378 1/angstrom
2 kappa: 1.2757 1/angstrom
DEPTH PER DECADE: 1.805 angstrom
Depth per decade, converted: 0.1805 nm
Depth per decade, atomic units: 3.411 bohr
Depth per decade from resonance widths: 1.8050 angstrom
Resonance lifetime at 10 angstrom: 2.53e-10 s
Resonance lifetime at 18 angstrom: 6.83e-06 s
Chosen tau0 (rough): 1.0e-10 s
tau0 of 1D resonance model: 7.28e-16 s
Depth at 1e+06 Hz: 5.78 angstrom (chosen tau0), 15.05 angstrom (1D model tau0)
Depth at 1e+05 Hz: 7.58 angstrom (chosen tau0), 16.86 angstrom (1D model tau0)
Depth at 1e+04 Hz: 9.39 angstrom (chosen tau0), 18.66 angstrom (1D model tau0)
Depth at 1e+03 Hz: 11.19 angstrom (chosen tau0), 20.47 angstrom (1D model tau0)
Depth at 1e+02 Hz: 13.00 angstrom (chosen tau0), 22.27 angstrom (1D model tau0)
Depth gained from 1 MHz to 100 Hz: 7.22 angstrom
10-90 % width of the depth cutoff: 1.72 angstrom
Trap density (rough): 1.0e+18 1/(cm3 eV)
Areal trap density added per decade: 1.81e+10 1/(cm2 eV)
Trap capacitance added per decade: 2.89 nF/cm2
Oxide field (rough): 1.0 MV/cm
Field / rough breakdown field: 0.10 
Step with field, WKB: 1.842 angstrom
Step with field, Airy: 1.844 angstrom
Change by field: +2.2 %
Image lowering at 10 angstrom: 0.119 eV
Step with image force: 1.832 angstrom
Change by image force: +1.5 %
Oxide gap (rough): 9.0 eV
Step with two-band dispersion: 2.229 angstrom
Change by two-band dispersion: +23.5 %
Step with mass 0.4: 2.018 angstrom
Change by mass 0.4: +11.8 %
Change by carrier energy 0.1 eV: +1.7 %
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Change by carrier energy kT: +0.4 %
Change by parallel motion with 0.1 eV: -0.6 %
Step for side valleys of (001) silicon: 0.982 angstrom
Activation-energy spread worth one decade: 0.0595 eV
Depth shift by 0.5 eV activation energy: 15.2 angstrom
Oxide thickness (rough): 100 angstrom
Flat-barrier attenuation across the oxide: 55.4 decades
all assertions hold
```
